# Mean Hard-Sphere Energy Transfer with One Sample per Equal-Area Ring

## Problem

A simulation of ion implantation needs the mean energy that an ion passes to a target atom in one collision. Take the ion and the atom as smooth, elastic hard spheres whose centres are a distance $R$ apart at contact. The ion has mass $m_1$ and kinetic energy $E$; the atom has mass $m_2$ and is at rest. The impact parameter $p$ is the distance between the ion's initial line of flight and the atom's centre. The beam is uniform over the disk $p<R$, so equal areas of the disk are hit with equal probability.

Two estimators of the mean transfer use the same number $n$ of collisions:

- **Independent draws:** $n$ independent points, each uniform over the whole disk.
- **One draw per ring:** the disk is cut into $n$ concentric rings of equal area. One point is drawn in each ring, uniform in area within it and independent of the points in the other rings.

In both cases the estimate is the plain average of the $n$ energy transfers.

(a) Find the energy transfer $T(p)$.

(b) Find the mean and variance of the estimate from independent draws.

(c) Find the mean and variance of the estimate with one draw per ring. By what factor do the variances differ, and why?

(d) What happens if the point in each ring is uniform in $p$ instead of in area? What happens if all rings share the same random number?

(e) Evaluate the results for $m_1=10$ u, $m_2=30$ u, $E=1000$ eV, $R=0.030$ nm and $n=10$. These are round values, roughly in the regime of low-energy boron implantation into silicon. Judge what the hard-sphere model leaves out.

## Solution

### (a) The energy transfer

Let $\hat{\mathbf e}$ be the unit vector from the ion's centre to the atom's centre at contact, and $\alpha$ its angle to the initial velocity $\mathbf v$. The centres are then $R$ apart, and their separation across the beam is $p$, so $\sin\alpha=p/R$.

Smooth spheres exert no tangential force, so the impulse $J$ acts along $\hat{\mathbf e}$. Momentum conservation gives the final velocities

$$\mathbf v_1'=\mathbf v-\frac{J}{m_1}\hat{\mathbf e},\qquad \mathbf v_2'=\frac{J}{m_2}\hat{\mathbf e}.$$

Since $\mathbf v\cdot\hat{\mathbf e}=v\cos\alpha$, energy conservation reads

$$\frac{m_1v^2}{2}=\frac{m_1v^2}{2}-Jv\cos\alpha+\frac{J^2}{2m_1}+\frac{J^2}{2m_2}.$$

With the reduced mass $\mu=m_1m_2/(m_1+m_2)$, the last two terms add up to $J^2/(2\mu)$. The root $J=0$ means no collision; the other root is $J=2\mu v\cos\alpha$. The atom's final kinetic energy is the transfer:

$$T=\frac{J^2}{2m_2}=\frac{2\mu^2v^2}{m_2}\cos^2\alpha=\frac{4\mu^2E}{m_1m_2}\cos^2\alpha,$$

where $v^2=2E/m_1$ was used. Inserting $\mu$ and $\cos^2\alpha=1-p^2/R^2$ gives

$$T(p)=T_m\left(1-\frac{p^2}{R^2}\right),\qquad T_m=\frac{4m_1m_2}{(m_1+m_2)^2}\,E.$$

A head-on collision transfers $T_m$ and a grazing one transfers nothing. For equal masses $T_m=E$: the ion can stop dead.

### (b) Independent draws

The probability that a point lies within radius $p$ is the ratio of areas,

$$u=\frac{\pi p^2}{\pi R^2}=\frac{p^2}{R^2}.$$

The probability that this variable is below a given value therefore equals that value, so $u$ is uniform on $(0,1)$. In terms of $u$ the transfer is a straight line, $T=T_m(1-u)$. A point is drawn by taking $u$ from a uniform random number and setting $p=R\sqrt u$.

For a uniform variable,

$$\langle u\rangle=\int_0^1u\,du=\frac12,\qquad \operatorname{Var}u=\int_0^1u^2\,du-\frac14=\frac13-\frac14=\frac1{12}.$$

Hence one draw has mean $T_m/2$ and variance $T_m^2/12$. Averaging $n$ independent draws keeps the mean. The variances add to $nT_m^2/12$, and the factor $1/n$ in the average enters squared:

$$\operatorname{Var}_{\rm ind}=\frac{1}{n^2}\,n\,\frac{T_m^2}{12}=\frac{T_m^2}{12n}.$$

### (c) One draw per ring

Equal areas mean equal steps in $u$, so ring $k$ covers $(k-1)/n<u<k/n$ and its outer edge is $p_k=R\sqrt{k/n}$. A point uniform in area within the ring has

$$u_k=\frac{k-1+w_k}{n},$$

with $w_k$ uniform on $(0,1)$. The estimate is

$$S=\frac{T_m}{n}\sum_{k=1}^n\left(1-\frac{k-1+w_k}{n}\right).$$

Using $\sum_{k=1}^n(k-1)=n(n-1)/2$,

$$S=T_m\left[1-\frac{n-1}{2n}-\frac1{n^2}\sum_{k=1}^nw_k\right]=T_m\left[\frac{n+1}{2n}-\frac1{n^2}\sum_{k=1}^nw_k\right].$$

The sum of the $w_k$ has mean $n/2$, so

$$\langle S\rangle=T_m\left[\frac{n+1}{2n}-\frac1{2n}\right]=\frac{T_m}{2}.$$

The estimate is unbiased. Because the $w_k$ are independent, their sum has variance $n/12$, and

$$\operatorname{Var}_{\rm ring}=\frac{T_m^2}{n^4}\,\frac{n}{12}=\frac{T_m^2}{12n^3},\qquad \frac{\operatorname{Var}_{\rm ind}}{\operatorname{Var}_{\rm ring}}=n^2.$$

No approximation for large $n$ was made. At $n=1$ the single ring is the whole disk and the two estimators coincide, as the ratio says.

The reason is visible when the variance of one draw is split in two. Within a ring, $T$ varies over a range $T_m/n$, which gives the variance $T_m^2/(12n^2)$. The ring means are $T_m[1-(k-\frac12)/n]$. Since the integers $1,\dots,n$ have variance $(n^2-1)/12$, the variance between ring means is $T_m^2(n^2-1)/(12n^2)$. The two parts add up to $T_m^2/12$. Independent draws suffer from both, because the number of points falling in each ring fluctuates. Fixing that number at one removes the second part and leaves a fraction $1/n^2$ of the variance.

To reach the same variance with $N$ independent draws requires $T_m^2/(12N)=T_m^2/(12n^3)$, that is, $N=n^3$ collisions.

### (d) Two changes to the sampling

**Uniform in $p$.** Let a ring have edges $a<b$. A point uniform in $p$ has

$$\langle p^2\rangle=\frac{1}{b-a}\int_a^bp^2\,dp=\frac{a^2+ab+b^2}{3},$$

whereas a point uniform in area has $\langle p^2\rangle=(a^2+b^2)/2$. The second exceeds the first by

$$\frac{3a^2+3b^2-2a^2-2ab-2b^2}{6}=\frac{(b-a)^2}{6}.$$

The wrong points lie too close to the axis, so the transfer is overestimated. Averaging over rings, with $b-a=R(\sqrt k-\sqrt{k-1})/\sqrt n$, gives the bias

$$\Delta=\frac{T_m}{6n^2}\sum_{k=1}^n\left(\sqrt k-\sqrt{k-1}\right)^2.$$

Repeating the calculation does not reduce it.

**One shared random number.** If $w_k=w$ in every ring, then $\sum w_k=nw$, with mean $n/2$ and variance $n^2/12$. The estimate remains unbiased, but

$$\operatorname{Var}_{\rm shared}=\frac{T_m^2}{n^4}\,\frac{n^2}{12}=\frac{T_m^2}{12n^2}.$$

The gain over independent draws is now $n$ instead of $n^2$, because the deviations in all rings have the same sign and cannot cancel.

The fixed choice $w_k=\frac12$ would give $S=T_m/2$ with no scatter at all. That is a property of the straight line $T_m(1-u)$; for a curved profile the fixed points generally leave an error that the absence of scatter conceals.

### (e) Numbers and the real case

The largest transfer is

$$T_m=\frac{4\times10\times30}{40^2}\times1000\ \text{eV}=750\ \text{eV},$$

so the mean is 375 eV. The standard deviations of the two estimates are

$$\sigma_{\rm ind}=\frac{750}{\sqrt{12\times10}}=68.5\ \text{eV},\qquad \sigma_{\rm ring}=\frac{750}{\sqrt{12\times10^3}}=6.85\ \text{eV}.$$

The variances, 4687.5 and 46.875 eV$^2$, differ by the factor 100. Independent draws would need 1000 collisions to match the ten ring draws.

In 100000 simulated runs of each estimator, the standard deviations were 68.50 and 6.843 eV, a variance ratio of 100.2. A single run shows little of this: the first ones gave 347.1 eV for independent draws and 388.0 eV for ring draws. The latter is 13 eV high, or 1.9 of its own standard deviations.

Points uniform in $p$ would give a bias of 1.97 eV. This is smaller than the scatter of one run, but if that scatter is taken as about 6.85 eV, the bias equals the standard error after about $(6.85/1.97)^2\approx12$ runs and dominates after that. With one shared random number, the simulated gain was 9.99, in agreement with $n=10$.

**What the hard sphere leaves out.** Boron and silicon have masses near 11 and 28 u, which would raise $T_m$ by about 8 % over the rounded masses. A larger change comes from the soft repulsion between real atoms. The universal screened potential of Ziegler, Biersack and Littmark (ZBL), with nuclear charges 5 and 14, gives a head-on closest approach of 0.029 nm, close to the chosen $R$. Its mean transfer for $p<R$ is 335 eV, 11 % below the hard-sphere value. Passages outside $R$, which transfer nothing between hard spheres, add 177 eV per hit on the disk, summed over the roughly 25 distant passages that accompany each hit along about 7 nm of path. They are counted out to 0.153 nm, the radius of the disk available per atom at a rough density of 50 nm$^{-3}$. The total of 512 eV is 37 % above 375 eV. These values keep the rounded masses; with 11 and 28 u the total is about 573 eV, 42 % above the corresponding hard-sphere mean. They also depend on the screening function: the Kr–C and Molière forms raise the distant part from 177 eV to about 230 and 245 eV.

Energy loss to electrons, in the Lindhard–Scharff estimate, is 153 eV per hit, or 41 % of the hard-sphere mean. This value and the 177 eV from distant passages are both calculated at a fixed ion energy of 1000 eV, although a real ion slows down between hits. Lattice binding is also left out. Only 2 % of hard-sphere hits transfer less than a rough displacement energy of 15 eV, but a soft potential adds many distant passages with such small transfers. Thermal motion of the atoms at 300 K spreads the collision energy by about 0.4 % in a classical estimate; zero-point motion raises this to about 0.45 %. In a crystal, ions moving along open channels also violate the assumption of uniform impact parameters; that effect is not sized here. The ring method thus reduces the statistical error of the transfer per hit to 6.85 eV. In the ion's energy balance along the path belonging to one hit, the neglected distant passages and electronic losses are each more than 20 times larger and unaffected by it.

**How much of the gain survives.** For any profile $T(u)$, the same argument gives a gain equal to the total variance divided by the mean variance within rings. If $T(u)$ is smooth and the rings are narrow, it is nearly straight in each ring, with variance $T'(u)^2/(12n^2)$. To leading order for large $n$,

$$\text{gain}\approx n^2\,\frac{12\operatorname{Var}T}{\int_0^1T'(u)^2\,du}.$$

The fraction equals 1 for the straight line. For the ZBL potential on the disk $p<R$, the computed gain at $n=10$ is 58.6 instead of 100.

On the full disk per atom it is only 2.0. The hard sphere itself shows how such a collapse arises. Let the contact disk fill a fraction $f$ of the sampled disk, with $T=0$ outside it. The mean of $T$ is then $fT_m/2$ and the mean of $T^2$ is $fT_m^2/3$, so the total variance is $T_m^2(f/3-f^2/4)$. If $nf\le1$, the contact disk lies inside the first ring and fills a fraction $nf$ of it. That ring has variance $T_m^2(nf/3-n^2f^2/4)$ and the others have none. Dividing by $n$ for the mean over rings,

$$\text{gain}=\frac{f/3-f^2/4}{f/3-nf^2/4}=\frac{4-3f}{4-3nf}.$$

Here $f=(0.030/0.153)^2=0.038$, and the gain at $n=10$ is about 1.4. Equal-area rings over a wide disk put nearly all their points where little happens. The gain of exactly $n^2$ was derived for rings that divide the contact disk itself. On the wider disk, growth roughly as $n^2$ returns once the contact disk fills at least one ring, $nf\ge1$. The leading-order formula above then gives the much smaller gain $f^2(4-3f)\,n^2\approx0.006\,n^2$, which is exact when $nf$ is a whole number. The numerical output lists the hard-sphere, simulated and ZBL values for the rounded masses.

## Computed results

```
ion mass: 10 u
target mass: 30 u
beam energy E: 1000 eV
contact distance R: 0.030 nm
number of rings n: 10
largest transfer Tm: 750.0 eV
mean transfer: 375.0 eV
standard deviation of one draw: 216.5 eV
standard deviation inside one ring: 21.65 eV
outer edge of ring 1: 0.00949 nm
inner edge of ring 10: 0.02846 nm
mean transfer in ring 1: 712.5 eV
mean transfer in ring 10: 37.5 eV
estimator sd, independent draws: 68.47 eV
estimator sd, one draw per ring: 6.847 eV
variance, independent draws: 4687.5 eV^2
variance, one draw per ring: 46.875 eV^2
variance ratio: 100.00
independent draws for equal precision: 1000
simulated runs of each estimator: 100000
first run, independent draws: 347.1 eV
first run, one draw per ring: 388.0 eV
simulated sd, independent draws: 68.50 eV
simulated sd, one draw per ring: 6.843 eV
simulated variance ratio: 100.2
bias if uniform in p inside rings: 1.97 eV
simulated gain with one common position: 9.99
nuclear charges: 5 and 14
atomic density (rough): 50 nm^-3
radius of disk per atom: 0.153 nm
ZBL head-on closest approach: 0.0291 nm
ZBL mean transfer for p < R: 335.1 eV
ZBL transfer from p > R, per hit on disk R: 176.9 eV
ZBL ring gain, disk of radius R: 58.6
ZBL ring gain, disk per atom: 2.0
electronic loss per hit on disk R: 153 eV
displacement energy (rough): 15 eV
share of hits below it: 2.0 %
target temperature: 300 K
thermal spread of collision energy: 0.42 %
```
